\section*{The Casimir–Polder formula for dispersion, tested on two hydrogen atoms, part 2}

Two neutral spherical atoms, A and B, have fixed nuclei a distance $R$ apart on the $z$ axis. They attract each other with energy $-C_6/R^6$ to leading order, and we want to obtain $C_6$ from properties of each atom alone. Overlap of the electron clouds is neglected and the fields are taken as instantaneous. Units are Gaussian until atomic units are introduced. The electron has charge $-e$ and mass $m$.

The atoms interact through their dipoles:
\begin{equation}
V=\frac{e^2}{R^3}\left(X_AX_B+Y_AY_B-2Z_AZ_B\right),
\label{eq:dipole}
\end{equation}
where $Z_A$, for example, is the sum of the $z$ coordinates of A's electrons, measured from nucleus A. In $|nm\rangle$ atom A is in state $n$ and B in state $m$; 0 is the ground state. The excitation energies are $\hbar\omega_n$ and $\hbar\omega_m$, with matrix elements $Z_n=\langle n|Z_A|0\rangle$ and $Z_m=\langle m|Z_B|0\rangle$. Sums over states include the continuum. Second-order perturbation theory gives
\begin{equation}
C_6=\frac{6e^4}{\hbar}\sum_{n,m}
\frac{|Z_n|^2|Z_m|^2}{\omega_n+\omega_m}.
\label{eq:start}
\end{equation}

If each atom is replaced by a charged oscillator, of frequency $\omega_A$ or $\omega_B$, the result is London's formula:
\begin{equation}
\boxed{C_6=\frac{3\hbar}{2}\,\alpha_A\alpha_B\,
\frac{\omega_A\omega_B}{\omega_A+\omega_B}}
\label{eq:london}
\end{equation}
Here and below, $\alpha$ without an argument is the static polarizability.

A weak field $Fe^{ut}$ along $z$, with $u>0$, corresponds to the imaginary frequency $\omega=iu$. It induces in a single atom the dipole $\alpha(iu)Fe^{ut}$, with
\begin{equation}
\alpha(iu)=\frac{2e^2}{\hbar}\sum_n\frac{\omega_n|Z_n|^2}{\omega_n^2+u^2}.
\label{eq:alpha}
\end{equation}
For an atom with $N$ electrons the transitions obey the sum rule
\begin{equation}
\sum_n\omega_n|Z_n|^2=\frac{\hbar N}{2m}.
\label{eq:sumrule}
\end{equation}

Below, $H$ is the Hamiltonian of an isolated atom and $c$ is the speed of light.

\subsection{Separating the two atoms}

For positive $a\ne b$, partial fractions give
\begin{equation}
\frac1{(a^2+u^2)(b^2+u^2)}
=\frac1{b^2-a^2}\left[\frac1{a^2+u^2}-\frac1{b^2+u^2}\right].
\end{equation}
Since $\int_0^\infty du/(a^2+u^2)=\pi/(2a)$,
\begin{align}
\int_0^\infty\frac{ab\,du}{(a^2+u^2)(b^2+u^2)}
&=\frac{ab}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)\notag\\
&=\frac\pi2\frac{b-a}{b^2-a^2}=\frac{\pi}{2(a+b)}.
\label{eq:identity}
\end{align}
The case $a=b$ follows by continuity. Set $a=\omega_n$ and $b=\omega_m$, and insert $1/(a+b)$ from \eqref{eq:identity} into \eqref{eq:start}:
\begin{equation}
C_6=\frac{12e^4}{\pi\hbar}\int_0^\infty du
\left[\sum_n\frac{\omega_n|Z_n|^2}{\omega_n^2+u^2}\right]
\left[\sum_m\frac{\omega_m|Z_m|^2}{\omega_m^2+u^2}\right].
\end{equation}
By \eqref{eq:alpha} each bracket is $\hbar\alpha(iu)/(2e^2)$. The prefactor becomes $(12/\pi\hbar)(\hbar^2/4)=3\hbar/\pi$, so
\begin{equation}
\boxed{C_6=\frac{3\hbar}{\pi}\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du}
\label{eq:cp}
\end{equation}
This is the Casimir--Polder formula in its non-retarded form. In atomic units, $\hbar=m=e=1$, the prefactor is $3/\pi$.

\paragraph{Single poles.}
If each atom has $\alpha(iu)=\alpha/(1+u^2/\omega^2)=\alpha\omega^2/(\omega^2+u^2)$, then \eqref{eq:identity} gives
\begin{equation}
C_6=\frac{3\hbar}{\pi}\alpha_A\alpha_B\,\omega_A\omega_B\,
\frac{\pi}{2(\omega_A+\omega_B)},
\end{equation}
which is London's formula again.

\paragraph{Connection with density functional theory.}
The field acts on an electron through the potential $eFz$. If $\chi$ is the density response function, the density changes by $eF\int\chi(\mathbf r,\mathbf r';iu)\,z'\,d^3r'$, and multiplication by $-ez$ and integration give
\begin{equation}
\alpha(iu)=-e^2\iint z\,\chi(\mathbf r,\mathbf r';iu)\,z'\,d^3r\,d^3r'.
\end{equation}
Time-dependent density functional theory supplies $\chi$. It builds $\chi$ from the orbitals and orbital energies of the ground-state Kohn--Sham potential and from a kernel, which is the sum of the Coulomb (Hartree) interaction and the exchange-correlation kernel. An approximation in the potential or in the exchange-correlation kernel gives an approximate $\chi$, and its error passes into $C_6$. For hydrogen we solve the one-electron Schr\"odinger equation directly, so no kernel is needed.

\subsection{Bounds on the London frequency}

For two equal atoms London's formula reads $C_6=\frac34\hbar\omega\alpha^2$. A real atom has many frequencies, so which $\omega$ should be used? Write \eqref{eq:alpha} as
\begin{equation}
\alpha(iu)=\alpha\sum_np_n\frac{s_n}{s_n+u^2},
\qquad s_n=\omega_n^2,\quad
p_n=\frac{2e^2|Z_n|^2}{\hbar\omega_n\alpha}.
\end{equation}
The weights $p_n$ are not negative, and setting $u=0$ shows that they add up to one.

The function $s/(s+u^2)$ increases with $s$. Replacing every $s_n$ by the square of the lowest dipole transition frequency $\omega_1$ therefore gives a lower bound on $\alpha(iu)$. The function is also concave, because its second derivative is $-2u^2/(s+u^2)^3$. It lies below its tangent at the average $\bar s=\sum_np_ns_n$. Averaging over the tangent removes the linear term, so replacing every $s_n$ by $\bar s$ gives an upper bound. By \eqref{eq:sumrule},
\begin{equation}
\bar s=\frac{2e^2}{\hbar\alpha}\sum_n\omega_n|Z_n|^2
=\frac{Ne^2}{m\alpha}\equiv\omega_s^2.
\end{equation}
All integrands are positive, and hence
\begin{equation}
\frac34\hbar\omega_1\alpha^2\le C_6\le\frac34\hbar\omega_s\alpha^2 .
\label{eq:bounds}
\end{equation}

\subsection{Hydrogen with one and two functions}

From here on we use atomic units: energies in hartree ($E_h$), lengths in bohr ($a_0$). The ground state is $\psi=e^{-r}/\sqrt\pi$ with $E_0=-\frac12$. The field couples it to $z\psi$, a p-type function. Its squared norm is
\begin{equation}
\langle z^2\rangle=\frac{\langle r^2\rangle}{3}
=\frac13\int_0^\infty4r^4e^{-2r}dr=1,
\end{equation}
so $z\psi$ can serve as the first basis function. Let $D$ be the matrix of $H-E_0$ in an orthonormal p basis that begins with $z\psi$. Expansion in the eigenvectors of $D$ turns \eqref{eq:alpha} into
\begin{equation}
\alpha(iu)=2\left[D(D^2+u^2)^{-1}\right]_{00}.
\end{equation}

For a p state with radial function $f(r)/r$, $D$ acts as
\begin{equation}
Df=-\frac12f''+\left(\frac1{r^2}-\frac1r+\frac12\right)f .
\end{equation}
On $f=r^ke^{-r}$ this gives
\begin{equation}
D(r^ke^{-r})=\left[\left(1-\frac{k(k-1)}2\right)r^{k-2}+(k-1)r^{k-1}\right]e^{-r},
\end{equation}
and therefore
\begin{equation}
D(r^2e^{-r})=re^{-r},\qquad D(r^3e^{-r})=(2r^2-2r)e^{-r}.
\label{eq:Dact}
\end{equation}
The first two orthonormal functions are
\begin{equation}
f_0=\sqrt{\tfrac43}\,r^2e^{-r},\qquad
f_1=\sqrt{\tfrac4{15}}\,r^2(5-2r)e^{-r}.
\end{equation}
With $\int_0^\infty r^ke^{-2r}dr=k!/2^{k+1}$, the matrix elements are
\begin{align}
D_{00}&=\frac43\cdot\frac38=\frac12,\\
D_{01}&=\frac4{3\sqrt5}\left(\frac{15}8-\frac{12}8\right)=\frac1{2\sqrt5},\\
D_{11}&=\frac4{15}\int_0^\infty(45r^3-38r^4+8r^5)e^{-2r}dr\notag\\
&=\frac4{15}\cdot\frac{135-228+120}8=\frac9{10}.
\end{align}

One function gives a single frequency $0.5$ with $z^2=1$, so $C_6=6/(0.5+0.5)=6$. For two functions the trace of $D$ is $1.4$ and the determinant is $0.45-0.05=0.40$. The eigenvalues solve $\omega^2-1.4\omega+0.4=0$ and are $0.4$ and $1.0$. Their weights $z^2$ add up to one, and their weighted mean frequency is $D_{00}=0.5$. This fixes them as $5/6$ and $1/6$. Equation~\eqref{eq:start} gives
\begin{align}
C_6&=6\left[\frac{25/36}{0.8}+2\,\frac{5/36}{1.4}+\frac{1/36}{2.0}\right]\notag\\
&=6\,(0.86806+0.19841+0.01389)=6.482.
\end{align}

The static polarizability is already exact:
\begin{equation}
\alpha=2\left(\frac{5/6}{0.4}+\frac{1/6}{1.0}\right)=4.5\,a_0^3 .
\end{equation}
The reason is in \eqref{eq:Dact}. The static response requires $Df=r^2e^{-r}$, up to a constant factor. Its solution $f=(r^2+r^3/2)e^{-r}$ lies in the space of the two functions. For $u>0$ the two-function result is approximate.

The eigenvectors of $D$ are not all physical states. A few discrete frequencies stand in for the bound p states and the continuum.

\subsection{The converged coefficient}

Adding p functions cannot lower the calculated $C_6$. For amplitudes $c_{nm}$ of the doubly excited basis states, the energy to second order is
\begin{equation}
\sum_{nm}\left[(\omega_n+\omega_m)|c_{nm}|^2
+2\,\mathrm{Re}\,c_{nm}^*\langle nm|V|00\rangle\right].
\end{equation}
Its minimum is the second-order energy in that basis. A larger space can lower the minimum or leave it unchanged, so each basis gives a lower bound on $C_6$. The program finds:
\begin{center}
\begin{tabular}{cc}
p functions & $C_6$ ($E_ha_0^6$)\\
1 & 6.0000\\
2 & 6.4821\\
3 & 6.4984\\
5 & 6.4990\\
20 & 6.4990
\end{tabular}
\end{center}
Thus
\begin{equation}
C_6=6.499\,E_ha_0^6=3.883\ \text{eV\,\AA}^6 .
\end{equation}
This value is for infinitely heavy nuclei. With the reduced mass $\mu$ in place of $m$, energies scale as $\mu/m$ and lengths as $m/\mu$, so $C_6$ scales as $(m/\mu)^5$; the proton mass raises it to $6.517\,E_ha_0^6$. For fixed nuclei, a radial finite-difference solution, which uses no basis functions, gives $6.4991$. Diagonalizing the Hamiltonian of two atoms coupled by the dipole interaction \eqref{eq:dipole} alone, in the basis of the 1s state and five p functions per direction at $R=20\,a_0$, and multiplying the energy shift by $-R^6$ gives $6.4990$.

The response that enters the integral is:
\begin{center}
\begin{tabular}{cc}
$\hbar u$ ($E_h$) & $\alpha(iu)$ ($a_0^3$)\\
0 & 4.500\\
0.25 & 3.313\\
0.50 & 1.905\\
1.00 & 0.742\\
2.00 & 0.224
\end{tabular}
\end{center}
At $\hbar u=2\,E_h$ the free-electron value would be $1/u^2=0.25$. The computed value is about 10\% below it, since binding adds $\omega_n^2$ to each denominator. At $\hbar u=0.5\,E_h$, integrating the time-dependent Schr\"odinger equation in a growing field, in the basis of the 1s state and six p functions, also gives $1.905$.

The 2p level alone supplies $2.960$ of the $4.500\,a_0^3$, or 66\%. Keeping it alone on both atoms gives $C_6=2.464\,E_ha_0^6$, or 38\%. A single level is a single pole, so London's formula gives this value as $\frac34\cdot0.375\cdot2.960^2$, where $0.375\,E_h$ is the 1s--2p energy. The full coefficient can be written as $\frac34\cdot0.428\cdot4.500^2$ (see the next subsection). The ratio is $(2.960/4.500)^2\times(0.375/0.428)=0.43\times0.88=0.38$. The first factor arises because $C_6$ contains the response twice, and the second because the omitted states have higher frequencies. Higher bound states and the continuum cannot be neglected.

\subsection{London's estimate and the range of validity}

For hydrogen $\frac34\alpha^2=15.1875\,a_0^6$. The first transition has $\hbar\omega_1=\frac12(1-\frac14)=0.375\,E_h$, and the sum rule gives $\hbar\omega_s=\sqrt{1/4.5}=0.4714\,E_h$. The bounds \eqref{eq:bounds} become
\begin{equation}
5.695\le \frac{C_6}{E_ha_0^6}\le7.159 .
\end{equation}
Relative to the computed $C_6$, they lie 12\% below and 10\% above. The ionization energy, $0.5\,E_h$, gives $7.594$, which is 17\% too large and outside the bounds. The energy that makes London's formula reproduce $C_6$ is $6.499/15.1875=0.428\,E_h$. It is an average over the spectrum, not the energy of a transition.

At $R=20\,a_0$ the leading interaction is
\begin{equation}
-\frac{C_6}{R^6}=-\frac{6.499}{6.4\times10^7}\,E_h=-1.02\times10^{-7}\,E_h .
\end{equation}
This is the $R^{-6}$ term, not the whole interaction energy. The higher multipole terms are not derived here; at this distance the $R^{-8}$ term, with $C_8=124.4\,E_ha_0^8$, adds about 5\% and the $R^{-10}$ term about 0.3\%. The overlap terms are neglected.

The treatment also contains Coulomb forces only. Each hydrogen atom has a spin magnetic moment, and the two moments interact in first order as $R^{-3}$. With the nuclear spins ignored, this energy is zero for the electron singlet. For the triplet it is $+5.3\times10^{-5}\,E_ha_0^3/R^3$ when the spin projection on the axis is $M=0$, and $-2.7\times10^{-5}\,E_ha_0^3/R^3$ when $M=\pm1$. At $20\,a_0$ these are 7\% and 3\% of $C_6/R^6$ in size, and they exceed it beyond about $50\,a_0$ and $62\,a_0$. For atoms without a magnetic moment this term is absent.

There is also a limit at large distance. We took each dipole to feel the other without delay. This is justified if the travel time $R/c$ is short compared with $1/\omega$, or $R\ll c/\omega$. For the first transition of hydrogen, $c/\omega_1=365\,a_0$. The distance $20\,a_0$ is about 5\% of this length. When $R$ approaches $c/\omega_1$, a dipole changes appreciably while its field travels to the other atom. The instantaneous interaction, and with it \eqref{eq:cp}, then loses accuracy. The change is gradual: the retarded theory, not derived here, reduces the dipole attraction by about 0.14\% at $20\,a_0$ and by about 16\% at $365\,a_0$.

\section*{Table of computed values}
\begin{verbatim}
Hydrogen, fixed nuclei; a0 = bohr, Eh = hartree
two-function matrix D00 = 0.500000 Eh
two-function matrix D01 = 0.223607 Eh
two-function matrix D11 = 0.900000 Eh
dipole vector, element 0 = 1.000000 a0
dipole vector, element 1 = 0.000000 a0
two-function state 1: hbar*w = 0.400000 Eh, z^2 = 0.833333 a0^2
two-function state 2: hbar*w = 1.000000 Eh, z^2 = 0.166667 a0^2
C6 with  1 p functions = 6.000000 Eh a0^6
C6 with  2 p functions = 6.482143 Eh a0^6
C6 with  3 p functions = 6.498444 Eh a0^6
C6 with  5 p functions = 6.499025 Eh a0^6
C6 with 10 p functions = 6.499027 Eh a0^6
C6 with 20 p functions = 6.499027 Eh a0^6
alpha(iu) at hbar*u = 0.00 Eh: 4.50000 a0^3
alpha(iu) at hbar*u = 0.25 Eh: 3.31262 a0^3
alpha(iu) at hbar*u = 0.50 Eh: 1.90539 a0^3
alpha(iu) at hbar*u = 1.00 Eh: 0.74244 a0^3
alpha(iu) at hbar*u = 2.00 Eh: 0.22447 a0^3
oscillator-strength sum = 1.000000 (no unit)
C6 from frequency integral = 6.499027 Eh a0^6
C6 converted = 3.8833 eV angstrom^6
C6 from radial finite differences = 6.49906 Eh a0^6
C6 from pair diagonalization, 5 p functions = 6.49902 Eh a0^6
alpha(iu), hbar*u = 0.5 Eh, real time = 1.90539 a0^3
2p alone: static polarizability = 2.9596 a0^3
2p alone on both atoms: C6 = 2.4636 Eh a0^6
London, first transition 0.3750 Eh: C6 = 5.6953 Eh a0^6
London, sum-rule energy 0.4714 Eh: C6 = 7.1595 Eh a0^6
London, ionization 0.5000 Eh: C6 = 7.5938 Eh a0^6
London energy reproducing C6 = 0.42792 Eh
example distance R = 20.0 a0
-C6/R^6 at this distance = -1.0155e-07 Eh
retardation length c/w, first transition = 365.4 a0
\end{verbatim}
